Critical lines and the density of states of bcc and fcc bands

An s band has one orthogonal orbital per atom on a bcc or an fcc lattice with cubic edge a. The on-site energy is zero, the hopping element is −t between first neighbours, with t > 0, and −t' between second neighbours. The ratio is r = t'/t. Let g(E) be the density of states per atom and per spin. The problem is to find where g(E) diverges when t' = 0, why it does so, and what a small t' changes.

**(a) Write both bands in convenient coordinates, and g(E) as an average over a simple region.**

Solution. The Bloch sum gives E(k) = −Σ t_R exp(ik·R) over the neighbour vectors R. Put x = k_x a/2, y = k_y a/2, z = k_z a/2, and write c_x = cos x, s_x = sin x, and so on.

The eight first neighbours in bcc are (a/2)(±1,±1,±1), and their phases add up to 8c_x c_y c_z. The twelve in fcc are (a/2)(±1,±1,0) and permutations; each plane of four gives a term such as 4c_x c_y. In both lattices the six second neighbours lie at distance a along the cubic axes and give 2cos 2x + 2cos 2y + 2cos 2z. Hence

bcc: E = −8t c_x c_y c_z − 2t'(cos 2x + cos 2y + cos 2z)

fcc: E = −4t(c_x c_y + c_y c_z + c_z c_x) − 2t'(cos 2x + cos 2y + cos 2z).

There is one state per atom and spin in the zone, so g is the zone average of δ(E − E(k)). In these coordinates the reciprocal lattice of bcc is generated by vectors such as (π,π,0), with cell volume 2π³, and that of fcc by vectors such as (−π,π,π), with cell volume 4π³. Both contain (2π,0,0) and its permutations. The cube of side 2π therefore holds 4 whole cells for bcc and 2 for fcc, and the average may be taken over it:

g(E) = (1/8π³) ∫cube dx dy dz δ(E − E(x,y,z)).

**(b) For t' = 0, find the critical points that are not isolated.**

Solution. For bcc, ∂E/∂x = 8t s_x c_y c_z, and likewise for y and z. If no cosine vanishes, all sines must, which gives the isolated points Γ and H at E = ∓8t. If c_x = 0, then s_x ≠ 0, so c_y c_z = 0 and a second cosine vanishes. Two vanishing cosines suffice, because each gradient component contains at least one of them. The critical set is thus the lines (π/2, π/2, z) and their equivalents, all at E = 0. Three of them cross at P = (π/2, π/2, π/2).

For fcc, ∂E/∂x = 4t s_x(c_y + c_z). On the line (0, π, z) we have s_x = s_y = 0 and c_x + c_y = 0, so the gradient vanishes for every z, and E = 4t.

This is the top of the band. The sum S = c_x c_y + c_y c_z + c_z c_x is linear in each cosine, so its minimum is found among cosines equal to ±1, where S is 3 or −1. Hence E = −4tS ≤ 4t. Suppose S = −1 with |c_z| < 1. The slope in c_z must then vanish, so c_y = −c_x, S = −c_x² = −1, and the point lies on a line. If all cosines are ±1, S = −1 requires two opposite ones, again a point on a line. The top is therefore reached on these lines and nowhere else. Two of them, (x, 0, π) and (0, y, π), cross at X = (0, 0, π).

The other critical points of fcc are isolated. If all sines vanish, the point is Γ or lies on a line. If only s_x and s_y vanish, c_x + c_y = 0 and the point lies on a line. If only s_x vanished, c_y = c_z = −c_x = ±1 would follow, and the other sines would vanish too. If no sine vanishes, all pair sums of cosines are zero, so every cosine is zero: this is L = (π/2, π/2, π/2), at E = 0. The Hessians given in part (g) for Γ, H and L are nonsingular at t' = 0 too, so by the argument of part (h) these isolated points give no divergence.

**(c) In bcc with t' = 0, what does a line give at fixed z, and what does the crossing add?**

Solution. Put x = π/2 + u and y = π/2 + v. Then c_x ≈ −u, c_y ≈ −v and

E ≈ −8t c_z uv.

This is a saddle in the plane. Its density of states has one logarithm, since the curve uv = constant has arms along which ∫du/u is cut off at small u by the energy. Part (d) gives the density of the slice, for |E| much smaller than 8t|c_z|:

g_z(E) ≈ (2/π²) ln(32t|c_z|/|E|) / (8t|c_z|).

The factor 1/|c_z| grows towards P. With w = |z − π/2| and ε = |E|/8t, the slice formula holds down to w of order ε. Averaging over 0 < z < π, with both sides of P counted, gives at leading order

g ≈ (2/π²)(1/8t)(2/π) ∫ from ε to 1 of (dw/w) ln(w/ε) = (1/4π³t) ln²(1/ε).

The integral is ½ln²(1/ε). The line supplies one logarithm and the approach to the crossing the other.

A direct count of states in the slice z = π/3 shows the single logarithm. There 8t c_z = 4t, and the mean of ln(16t/|E|) over |E| < h is ln(16t/h) + 1. For h = 0.01t the formula gives (2/π²)(7.378 + 1)/4 = 0.424 per t, and for h = 0.001t it gives 0.541 per t. The counts are 0.4244 and 0.5411.

If tubes in which two cosines are both below 0.3 in magnitude are removed around all the lines, the mean density about E = 0 is 0.170 per t in both windows. What remains is the surface on which one cosine vanishes and the gradient does not. The growth comes from the neighbourhood of the lines.

**(d) Find the bcc density near E = 0, including the constant beside the logarithm.**

Solution. Let f_n(ε) be the density of ε = |product of n cosines| for independent uniform angles. Moments of a product factorize:

∫ from 0 to 1 of ε^(s−1) f_n(ε) dε = M(s)ⁿ,

M(s) = (2/π) ∫ from 0 to π/2 of cos^(s−1)x dx = Γ(s/2) / [√π Γ((s+1)/2)].

The inverse Mellin transform is f_n(ε) = (1/2πi)∫ ε^(−s) M(s)ⁿ ds along a vertical line with Re s > 0. The poles of M lie at s = 0, −2, −4, and so on. Moving the line to Re s = −1 picks up the residue at s = 0 and leaves an integral of order ε. For n = 3 it converges absolutely, since |M| falls as |s|^(−1/2); for n = 2 it converges through the oscillation of ε^(−s).

To expand M, use Γ(s/2) = (2/s)Γ(1+s/2):

M(s) = (2/πs) h(s), with h(s) = √π Γ(1+s/2)/Γ(½+s/2) and h(0) = 1.

With ψ the logarithmic derivative of Γ, ψ(1) − ψ(½) = 2 ln 2 and ψ'(1) − ψ'(½) = π²/6 − π²/2 = −π²/3, so

ln h = (s/2)(2 ln 2) + (s²/8)(−π²/3) + … = s ln 2 − π²s²/24 + …

For n = 2, with L = ln(1/ε), the integrand is (4/π²s²)exp[s(L + 2 ln 2) + …]. Its residue is f₂ = (4/π²) ln(4/ε). Half belongs to each sign of the product, and E = −8t c_z × (product), which gives the slice formula of part (c).

For n = 3 the integrand is

(8/π³s³) exp[s(L + 3 ln 2) − π²s²/8 + …].

The residue is 8/π³ times the coefficient of s² in the exponential:

f₃ = (8/π³)[½(L + 3 ln 2)² − π²/8] = (4/π³)[ln²(8/ε) − π²/4].

The shift x → x + π reverses the sign of E, so each sign has half the states. With |E| = 8tε we have g = f₃/(16t), and

g(E) = [ln²(64t/|E|) − π²/4] / (4π³t), E → 0,

up to terms that vanish with E.

At E = 0.01t, ln 6400 = 8.764, its square is 76.81, and g = (76.81 − 2.47)/124.03 = 0.599 per t. Quadrature over slices gives 0.59940. At E = 0.001t both values are 0.968. The divergence is weak and integrable.

**(e) In fcc with t' = 0, what does a line give at fixed z?**

Solution. Measure the distance from the top by η = (4t − E)/4t = 1 + S. Multiplying out confirms the identity

η = (1 − c_x)(1 − c_y) + (1 + c_z)(c_x + c_y).

Near the line put x = u and y = π + v. The first product is (u²/2)(2) = u², and c_x + c_y ≈ (v² − u²)/2, so

η ≈ ½[u²(1 − c_z) + v²(1 + c_z)].

The region below a given η is an ellipse of area π√(2η/(1−c_z))·√(2η/(1+c_z)) = 2πη/|s_z|. The square of area 4π² holds two such ellipses, at (0,π) and (π,0), so the fraction of states is η/(π|s_z|). Its derivative with respect to energy is

g_z = 1/(4πt|s_z|).

This is a step, as for any nondegenerate maximum in two dimensions, and not a divergence. At z = π/3 the height is 0.0919 per t. The count gives 0.0920 in the top 0.01t and 0.0919 in the top 0.001t.

**(f) Find the fcc density near the upper edge after all lines and crossings are included.**

Solution. The step height grows as 1/|s_z| towards X, so the z integral diverges logarithmically until the ellipse picture fails. To find the cutoff, expand the identity at X with z = π + w. Here 1 + c_z ≈ w²/2 and c_x + c_y ≈ 2, so

η ≈ w² + x²y²/4.

Along the arm on the x axis the tube has half-width 2√η/x in y. The picture of a separate tube fails when this equals x, that is at x of order η^(1/4).

Let V(η) be the volume of the cube with a smaller value of η. Choose a small R, much larger than η^(1/4), and treat the square |x|, |y| < R around X separately. Since ∫dw δ(D − w²) = 1/√D for D > 0, one quadrant contributes to dV/dη the integral of 1/√(η − p²) over x and y, with p = xy/2. At fixed x, dy = 2dp/x, and y < R means x > 2p/R. Therefore

quadrant = ∫ from 0 to √η of [2dp/√(η − p²)] ∫ from 2p/R to R of dx/x
= ∫ from 0 to √η of 2 ln(R²/2p) dp/√(η − p²).

With p = √η sin θ and ∫ from 0 to π/2 of ln sin θ dθ = −(π/2) ln 2, this becomes

π ln(R²/2√η) + π ln 2 = π ln(R²/√η).

The four quadrants give 4π ln(R²/√η) per crossing.

Outside the squares, part (e) gives dV/dη = 2π/|s_z| per unit length of line. A line of length 2π meets X points at z = 0 and z = π, so four equal pieces remain:

2π × 4 ∫ from R to π/2 of dz/sin z = 8π ln cot(R/2) ≈ 8π ln(2/R).

The cube holds six lines, two along each axis. It also holds six crossings: three like (0,0,π) and three like (0,π,π), which are equivalent to X. Adding everything,

dV/dη = 6[8π ln(2/R) + 4π ln(R²/√η)] = 24π ln(4/√η) = 12π ln(16/η).

The arbitrary R cancels. The neglected terms in the square are smaller by a factor of order x² + y²; they remove the 1/x of the arms and contribute at order R². Letting η → 0 first and R → 0 afterwards removes them. Since g = (dV/dη)/(8π³ × 4t),

g(E) = 3 ln[64t/(4t − E)] / (8π²t), E → 4t from below,

up to terms that vanish at the edge. If t is negative with t' = 0, the band is turned over and the divergence sits at the lower edge.

Averaged over the top h of the band, the logarithm becomes ln(64t/h) + 1. For h = 0.001t this gives 0.037995 × (11.067 + 1) = 0.4585 per t, and the count gives 0.4583. Each further tenfold reduction of h adds 3 ln 10/(8π²t) = 0.087 per t.

**(g) Switch on t'. What happens on the lines, and which critical points does each band then have?**

Solution. On the bcc line E = 4t' − 2t' cos 2z, and on the fcc line E = 4t − 4t' − 2t' cos 2z. In both cases the slope is 4t' sin 2z. The lines are no longer critical; only the points with sin 2z = 0 survive, N and P in bcc, X and W in fcc. The remaining task is to find all critical points and to see whether any Hessian is singular.

For bcc take 0 < |r| < 1. The derivatives are

∂ₓE = 8s_x(t c_y c_z + t' c_x),
∂ₓₓE = 8c_x(t c_y c_z + t' c_x) − 8t's_x², ∂ₓᵧE = −8t s_x s_y c_z.

Sort the solutions by the number of vanishing sines.

Three: Γ and H, at ∓8t − 6t'. The Hessian is diagonal with entries 8(t' ± t).

Two, say s_x = s_y = 0: |c_z| = 1/|r| > 1, which is impossible.

One, say s_x = 0: the other two conditions give c_z = −r c_x c_y and c_y = −r c_x c_z. Hence c_y = r²c_y, and c_y = c_z = 0. This is N, at E = 2t', with Hessian eigenvalues 8t' and −8t' ± 8t.

None: multiply t'c_x = −t c_y c_z by c_x, and treat the others likewise. All three squared cosines equal one value c², with r c² = −c_x c_y c_z. Either c = 0, which is P at 6t' with Hessian −8t' times the unit matrix, or |c| = |r| with c_x c_y c_z = −r³. The energy is then 8tr³ − 2t'(6r² − 3) = 6t' − 4tr³. With m = 8t'(1 − r²), the diagonal entries are −m, the off-diagonal ones have magnitude |m| and product m³, and the determinant is −m³ + 2m³ + 3m³ = 4m³.

For fcc take 0 < |r| < ½. Now

∂ₓE = 4s_x[t(c_y + c_z) + 2t'c_x],
∂ₓₓE = 4c_x[t(c_y + c_z) + 2t'c_x] − 8t's_x², ∂ₓᵧE = −4t s_x s_y.

Three vanishing sines: Γ at −12t − 6t', with all entries 8(t + t'), and X at 4t − 6t', with entries 8t', 8t', −8(t − t').

Two: equal signs of c_x and c_y would need |c_z| = 1/|r|. Opposite signs give c_z = 0, which is W at 4t − 2t', with entries −4(t − 2t') twice and −8t'.

One, with c_x = σ = ±1: subtracting the two conditions gives (t − 2t')(c_z − c_y) = 0, so c_y = c_z = −σ/(1 + 2r). This is a new point only for r > 0. With q = 1/(1 + 2r), E = 8tq − 4tq²(1 + 2r) + 2t' = 4tq + 2t'. The Hessian eigenvalues are 8t(r − q) and −4t(1 − q²)(2r ± 1).

None: the three brackets form a linear system for the cosines whose matrix has eigenvalues 2r + 2, 2r − 1 and 2r − 1. All cosines vanish. This is L at 6t', and its Hessian eigenvalues are −4t times the same three numbers.

No eigenvalue is zero in the stated ranges. In bcc the range ends at |r| = 1, where an eigenvalue at N becomes zero. In fcc eigenvalues at W and L become zero at r = ½; at r = −½ none does, and the range stops there only for symmetry.

**(h) Show that g(E) is now finite, and read the numbers for t' = 0.1t.**

Solution. As a surface integral, g(E) = (1/8π³)∫dS/|∇E|. Away from the critical points |∇E| has a positive lower bound and the surface has finite area. Near a nondegenerate point, a smooth change of coordinates makes E − E₀ a pure quadratic form. There |∇E| ≥ C|q|, where q is the distance from the point and C > 0. A straight line that does not lie in a quadric meets it at most twice, so the area inside a ball of radius ρ is at most a constant times ρ². The shell between ρ/2 and ρ then contributes at most a constant times ρ, and the sum over shells of halving radius converges. So g is bounded at every energy. As t' → 0 some Hessian eigenvalues vanish and the bound is lost.

For t' = 0.1t a numerical search for zeros of the gradient finds the energies of part (g) and no others. In bcc they are −8.6t, 7.4t, 0.2t (N), 0.6t (P) and 0.596t. In fcc they are −12.6t, 0.6t (L), 3.4t (X), 3.8t (W) and 3.533t.

The mean density in a window about a singular energy shows the change. When the half-window shrinks from 0.01t to 0.001t, the bcc mean at E = 0 with t' = 0 rises from 0.757 to 1.162 per t. With t' = 0.1t the mean at N moves from 0.300 to 0.305 (0.306 when the zone sampling is converged). The printed means at P and at 0.596t are only rough. On the plane c_x = −r the energy is 6t' − 4tr³ − 4t'(c_y − c_z)², which stays at 0.596t along the whole line c_y = c_z. Neighbouring planes of the grid differ there by up to about 0.01t, more than the narrow window, so the printed narrow-window means, 0.336 at P and 0.408 at 0.596t, are not converged. With converged sampling the mean at P goes from 0.347 to 0.320 and the mean at 0.596t from 0.372 to 0.414. These changes are real but finite: the two critical energies lie only 0.004t apart, and across them the density falls from about 0.41 to about 0.30 per t, a drop that the wide window averages over. That g is finite at both energies rests on the argument above. In fcc the mean below the edge rises by 0.087 per t when t' = 0. With t' = 0.1t it rises by 0.005 at X (0.004 when converged) and by 0.013 at 3.533t.

The new upper edge of fcc is W. With energy depth d = 3.8t − E, the curvatures 3.2t, 3.2t and 0.8t and the twelve W points in the cube give

g = 12 × 4π√(2d) / (8π³ √(3.2 × 3.2 × 0.8) t^(3/2)) = 0.30 √d / t^(3/2).

The edge is now an ordinary square root. A window of half-width h centred on it is half empty, and its mean is 0.10√h/t^(3/2), or 0.010 and 0.0032 per t for the two windows. The counts are 0.0101 and 0.0032.

These results belong to one orthogonal orbital with two shells of neighbours. Overlap, more distant hopping and other orbitals are left out, and they can move or split the features. The full set of values is in the numerical output below.

Calculated quantities

```
Energies in t; densities in states per t, atom and spin
bcc line: max gradient for t'=0 1e-15, for t'=0.1 0.400 t
fcc line: max gradient for t'=0 1e-15, for t'=0.1 0.400 t
bcc, t'=0: E, g by quadrature, g by formula
   0.100  0.31674  0.31674
   0.010  0.59940  0.59940
   0.001  0.96757  0.96757
bcc, t'=0: half-window about E=0, mean g by count, by formula
   0.010  0.7569  0.7569
   0.001  1.1621  1.1622
fcc, t'=0: depth below E=4, mean g by count, by formula
   0.0100  0.3711  0.3710
   0.0010  0.4583  0.4585
   0.0001  0.5461  0.5460
slice at z=pi/3: window, bcc count, formula, fcc count, formula
   0.010  0.4244  0.4244  0.0920  0.0919
   0.001  0.5411  0.5411  0.0919  0.0919
bcc, tubes |cos|<0.3 removed: mean g 0.1702 (window 0.01), 0.1702 (window 0.001)
bcc t'=+0.1: Gamma -8.6000, H 7.4000, N 0.2000, P 0.6000, near P 0.5960; min |det Hessian| 0.512
bcc t'=-0.1: Gamma -7.4000, H 8.6000, N -0.2000, P -0.6000, near P -0.5960; min |det Hessian| 0.512
fcc t'=+0.1: Gamma -12.6000, L 0.6000, X 3.4000, W 3.8000, near X 3.5333; min |det Hessian| 4.608
fcc t'=-0.1: Gamma -11.4000, L -0.6000, X 4.6000, W 4.2000; min |det Hessian| 5.632
bcc: growth of mean g, window 0.01 to 0.001, t'=0: 0.4053
  t'=0.1, N at 0.2000: mean g 0.3001, 0.3054, growth +0.0053
  t'=0.1, P at 0.6000: mean g 0.3459, 0.3364, growth -0.0095
  t'=0.1, near P at 0.5960: mean g 0.3717, 0.4076, growth +0.0359
fcc: growth of mean g, window 0.01 to 0.001, t'=0: 0.0872
  t'=0.1, X at 3.4000: mean g 0.3099, 0.3144, growth +0.0046
  t'=0.1, W at 3.8000: mean g 0.0101, 0.0032, growth -0.0069
  t'=0.1, near X at 3.5333: mean g 0.3120, 0.3254, growth +0.0133
```
